# Self-consistent Tkatchenko-Scheffler potential and the forces omitted by frozen volumes

## 1. The decision

A geometry optimisation with the Tkatchenko-Scheffler (TS) dispersion energy needs two choices. The energy can be added after the Kohn-Sham (KS) cycle (post-SCF) or included in the cycle (self-consistent, SC). Its force can be taken with the Hirshfeld volumes held fixed or with their dependence on the nuclear positions included. The two choices are coupled: the terms that frozen volumes leave out differ between the two schemes, and in the example of part 9 the resulting error in a bond-stretching force has opposite signs in them. Both choices turn on one object, the potential $v_{TS}=\delta E_{TS}/\delta n$.

## 2. Definitions

Hartree atomic units are used. The system is finite and closed-shell, with a gap and a semilocal functional. For nuclei at $\mathbf R_A$,

$$E_{TS}=-\sum_{A<B} f_{AB}\frac{C_{6,AB}}{R_{AB}^6},\qquad f_{AB}=\frac{1}{1+e^{-d(x_{AB}-1)}},\qquad x_{AB}=\frac{R_{AB}}{s_R R^0_{AB}},$$

with $R^0_{AB}=R^0_A+R^0_B$. The density enters through the volumes

$$V_A=\int k_A(\mathbf r)\,n(\mathbf r)\,d^3r,\qquad k_A=|\mathbf r-\mathbf R_A|^3\,w_A,\qquad w_A=\frac{n_A}{N},\qquad N=\sum_B n_B .$$

Here $n_A=n_A(|\mathbf r-\mathbf R_A|)$ is a fixed spherical free-atom density. The weights therefore depend on the nuclear positions and not on $n$. With $v_A=V_A/V_A^{free}$ and the free-atom values $a_A$, $c_A$, $\rho_A$ of polarisability, $C_6$ and radius,

$$\alpha_A=v_Aa_A,\qquad C_{6,AA}=v_A^2c_A,\qquad R^0_A=v_A^{1/3}\rho_A,$$

$$C_{6,AB}=\frac{2\,C_{6,AA}C_{6,BB}}{(\alpha_B/\alpha_A)C_{6,AA}+(\alpha_A/\alpha_B)C_{6,BB}} .$$

The combination rule simplifies. The first term of the denominator is $(v_Ba_B/v_Aa_A)v_A^2c_A=v_Av_B(a_B/a_A)c_A$, and the second carries the same factor $v_Av_B$. The numerator carries $v_A^2v_B^2$. Hence

$$C_{6,AB}=v_Av_B\,C^{free}_{6,AB},\qquad \frac{\partial C_{6,AB}}{\partial V_A}=\frac{C_{6,AB}}{V_A}\quad(A\ne B).$$

## 3. The volume derivative $g_A$

Let $g_A=\partial E_{TS}/\partial V_A$ at fixed nuclei. A volume enters a pair term through $C_6$ and through the damping. For the damping three derivatives are chained. The Fermi function gives $\partial f/\partial x=d\,f(1-f)$. The definition of $x$ gives $\partial x/\partial R^0_{AB}=-R_{AB}/[s_R(R^0_{AB})^2]$. The cube root gives $\partial R^0_A/\partial V_A=R^0_A/(3V_A)$. So

$$\frac{\partial f_{AB}}{\partial V_A}=-\frac{f(1-f)}{V_A}\,\frac{d\,R_{AB}R^0_A}{3s_R(R^0_{AB})^2}.$$

The product rule applied to $-fC_6/R^6$, with $fC_6/(R^6V_A)$ taken out as a common factor, gives

$$g_A=-\frac1{V_A}\sum_{B\neq A}\frac{f_{AB}C_{6,AB}}{R_{AB}^6}\left[1-(1-f_{AB})\frac{d\,R_{AB}R^0_A}{3s_R(R^0_{AB})^2}\right].\tag{1}$$

For distant pairs $f\to1$, the bracket tends to 1 and $g_A<0$: a larger atom binds more strongly. In that limit every pair appears twice in $\sum_Ag_AV_A$, which then equals $2E_{TS}$. In the damping region a larger atom also has a larger radius and is damped more. For equal radii $R^0_A=R^0_{AB}/2$ and the bracket is $1-(1-f)\,d\,x/6$. At $x=1$, where $f=1/2$, and $d=20$ it is $1-20/12=-0.67$, so such a pair contributes positively to $g_A$. Equation (1) was tested against finite differences of the defining energy for a heteronuclear three-atom model with round parameters.

## 4. The potential

At fixed nuclei $E_{TS}$ depends on $n$ through the numbers $V_A$. Since $k_A$ does not depend on $n$, each volume is a linear functional: $\delta V_A=\int k_A\,\delta n$, so $\delta V_A/\delta n(\mathbf r)=k_A(\mathbf r)$. The chain rule $\delta E_{TS}=\sum_Ag_A\,\delta V_A$ gives

$$v_{TS}(\mathbf r)=\sum_A g_A\,|\mathbf r-\mathbf R_A|^3\,w_A(\mathbf r).\tag{2}$$

This is a multiplicative potential whose shape functions are fixed by the geometry. The density acts through the coefficients $g_A$, which are recomputed in each cycle. In a basis $\chi_\mu$ with $n=\sum D_{\mu\nu}\chi_\mu\chi_\nu$, the Fock matrix $F_{\mu\nu}=\partial E/\partial D_{\mu\nu}$ becomes $F=F^{KS}+V^{TS}$ with $V^{TS}_{\mu\nu}=\int\chi_\mu v_{TS}\chi_\nu$. Equation (2) fails for partitions whose weights depend on $n$, such as iterative Hirshfeld: there $\delta V_A/\delta n$ has the extra term $\int|\mathbf r'-\mathbf R_A|^3\,n(\mathbf r')\,\delta w_A(\mathbf r')/\delta n(\mathbf r)\,d^3r'$. Equation (2) was tested by adding small Gaussian blobs to a molecular density and differencing the defining energy.

The energy gained by self-consistency follows from an expansion in the orbital-rotation parameters $\kappa$ about the KS solution $n_0$. Because $E_{KS}$ is stationary there, $E_{KS}=E^0_{KS}+\tfrac12\kappa^TK\kappa$, while $E_{TS}=E^0_{TS}+b^T\kappa+\tfrac12\kappa^TH\kappa$ with $b$ and $H$ of first order in $g$. Stationarity of the sum gives $(K+H)\kappa=-b$. Then $\tfrac12\kappa^T(K+H)\kappa=-\tfrac12b^T\kappa$, and the energy change is $b^T\kappa-\tfrac12b^T\kappa=\tfrac12b^T\kappa$. To leading order $b^T\kappa=\int v_{TS}[n_0]\,\delta n$, so

$$E_{SC}-E_{post}=\tfrac12\int v_{TS}[n_0]\,(n_{SC}-n_0)\,d^3r+O(g^3)=\tfrac12\sum_Ag_A\,\delta V_A+O(g^3).\tag{3}$$

To this order it equals $-\tfrac12b^T(K+H)^{-1}b$, which is not positive when $K+H$ is positive definite, that is, when the stationary point of the quadratic expansion is a minimum.

## 5. Behaviour at large distance

The weights sum to 1 everywhere, so far from a finite system $v_{TS}$ behaves as $r^3\sum_Ag_Aw_A$. Where this sum is negative the potential falls without limit. The energy functional has the same defect. Move a small charge $q$ into a diffuse shell at distance $L$. The KS energy changes by an amount that stays finite as $L\to\infty$, being the cost of removing the charge from the molecule. The sum of the volumes grows as $qL^3$ because $\sum_Aw_A=1$, so at least one $V_A$ diverges. For a pair containing that atom $R^0_{AB}\to\infty$, $x\to0$ and $f\to1/(1+e^{d})$, which is small but not zero, while $C_{6,AB}\propto v_A$ diverges. All pair terms are negative, so $E_{KS}+E_{TS}\to-\infty$. For a common scaling $v_A\to sv_A$,

$$E_{TS}\to-\frac{s^2}{1+e^{d}}\sum_{A<B}\frac{C_{6,AB}}{R_{AB}^6},$$

a limit that was tested numerically. The SC solution of a finite system is thus a local stationary point, kept near the molecule by the range of the basis or by a cutoff on $k_A$. In a bulk periodic solid $N$ is bounded below while $n_A$ decays faster than any power, so $k_A$ is bounded and this argument does not apply.

## 6. Derivatives at fixed density matrix

Gradients $\mathbf G_C=dE/d\mathbf R_C$ are derived here; forces are $-\mathbf G_C$. At fixed $D$,

$$\frac{\partial E_{TS}}{\partial\mathbf R_C}\Big|_D=\frac{\partial E_{TS}}{\partial\mathbf R_C}\Big|_V+\sum_Ag_A\int n\,\frac{\partial k_A}{\partial\mathbf R_C}+\int v_{TS}\,\frac{\partial n}{\partial\mathbf R_C}\Big|_D .$$

The last term uses (2) to collect $\sum_Ag_Ak_A$.

Frozen term. For $e(R)=-fC_6/R^6$ one has $f'=f(1-f)\,d/(s_RR^0_{AB})$, so $e'=6fC_6/R^7-f'C_6/R^6$. With $\partial R_{CB}/\partial\mathbf R_C=(\mathbf R_C-\mathbf R_B)/R_{CB}$,

$$\mathbf G^{fr}_C=\sum_{B\ne C}\frac{fC_6}{R^6}\left[\frac6R-\frac{(1-f)\,d}{s_RR^0_{CB}}\right]\frac{\mathbf R_C-\mathbf R_B}{R},\qquad R=R_{CB}.\tag{4}$$

Explicit term. Write $\mathbf d_A=\mathbf r-\mathbf R_A$. A function of $\mathbf r-\mathbf R_C$ obeys $\partial/\partial\mathbf R_C=-\nabla$. Since $\nabla|\mathbf d|^3=3|\mathbf d|\,\mathbf d$, the prefactor gives $-3\delta_{AC}|\mathbf d_A|\mathbf d_A$. For the weight, $\partial n_A/\partial\mathbf R_C=-\delta_{AC}\nabla n_C$ and $\partial N/\partial\mathbf R_C=-\nabla n_C$, and the quotient rule gives

$$\frac{\partial w_A}{\partial\mathbf R_C}=-\frac{\delta_{AC}\nabla n_C}{N}+\frac{n_A\nabla n_C}{N^2}=-(\delta_{AC}-w_A)\frac{\nabla n_C}{N}.$$

Therefore

$$\mathbf G^{ex}_C=-\sum_Ag_A\int n\left[3\delta_{AC}|\mathbf d_A|\mathbf d_A\,w_A+|\mathbf d_A|^3(\delta_{AC}-w_A)\frac{\nabla n_C}{N}\right]d^3r.\tag{5}$$

Moving atom $C$ changes the volumes of the other atoms too, through the shared denominator $N$.

Pulay term. For $\mu$ centred on $C$, $\partial\chi_\mu/\partial\mathbf R_C=-\nabla\chi_\mu$. Either factor of $\chi_\mu\chi_\nu$ can be differentiated and $D$ is symmetric, which gives a factor 2:

$$\mathbf G^{Pul}_C=-2\sum_{\mu\in C}\sum_\nu D_{\mu\nu}\int v_{TS}\,(\nabla\chi_\mu)\,\chi_\nu\,d^3r.\tag{6}$$

It vanishes for a basis that does not move with the nuclei. A quadrature grid that moves with the atoms adds two further terms, one from the change of its weights and one from the displacement of its points; in the example the grid is held fixed in space, so that (4) to (6) are derivatives of the discretised energy.

## 7. Total gradients in the two schemes

Self-consistent scheme. With occupied coefficients $C$ and $D=2CC^T$, take

$$L=E_{KS}[D]+E_{TS}[D]-2\sum_{ij}\varepsilon_{ij}\,(C_i^TSC_j-\delta_{ij}).$$

From $dE=\mathrm{Tr}\,F\,dD$ the derivative of the energy with respect to $C$ is $4FC$, and that of the constraint is $-4SC\varepsilon$. Stationarity is $FC=SC\varepsilon$, with $F$ containing $V^{TS}$. At the solution $L$ equals the energy and is stationary in $C$ and $\varepsilon$, so the total derivative is the partial one at fixed $C$ and $\varepsilon$. The constraint contributes $-\mathrm{Tr}\,WS^{\mathbf R}$ with $W=2C\varepsilon C^T$, where the superscript $\mathbf R$ denotes $\partial/\partial\mathbf R_C$. Since $DFD=4C(C^TFC)C^T=4C\varepsilon C^T$, $W=\tfrac12DFD$. Define the usual KS gradient expression

$$\mathbf G_{KS}(D,W)=\frac{\partial E_{KS}}{\partial\mathbf R_C}\Big|_D-\mathrm{Tr}\,WS^{\mathbf R}.$$

Then

$$\mathbf G^{SC}=\mathbf G_{KS}(D_{SC},W_{SC})+\mathbf G^{fr}+\mathbf G^{ex}+\mathbf G^{Pul},\tag{7}$$

all evaluated with the SC density. No derivative of $D$ appears. Freezing the volumes in (7) omits $\mathbf G^{ex}+\mathbf G^{Pul}$, provided $W$ is built from the full $F$.

Post-SCF scheme. Now $D_0$ makes $E_{KS}$ stationary but not $E_{TS}$, and $\partial E_{TS}/\partial D_{\mu\nu}=V^{TS}_{\mu\nu}$. So

$$\mathbf G^{post}=\mathbf G_{KS}(D_0,W_0)+\mathbf G^{fr}+\mathbf G^{ex}+\mathbf G^{Pul}+\mathbf G^{resp},\qquad \mathbf G^{resp}=\mathrm{Tr}\,V^{TS}\frac{dD_0}{d\mathbf R_C}.\tag{8}$$

Freezing the volumes omits three terms, whose sum is $\sum_Ag_A\,dV_A/d\mathbf R_C$ with the total derivative of the volume.

The response term does not need $dD_0/d\mathbf R_C$ for every coordinate. Fix the numbers $g_A$, let $U(\mathbf R)$ be the matrix of $\sum_Ag_Ak_A$, and let $\mathcal E(\lambda,\mathbf R)$ be the stationary value of $E_{KS}+\lambda\,\mathrm{Tr}\,DU$, with solution $D_\lambda$ and $W_\lambda=\tfrac12D_\lambda(F^{KS}+\lambda U)D_\lambda$. The constraints do not contain $\lambda$, so stationarity gives $\partial\mathcal E/\partial\lambda=\mathrm{Tr}\,D_\lambda U$, and at $\lambda=0$

$$\frac{\partial^2\mathcal E}{\partial\mathbf R\,\partial\lambda}=\mathrm{Tr}\,U\frac{dD_0}{d\mathbf R}+\mathrm{Tr}\,D_0U^{\mathbf R}.$$

The argument that led to (7) gives $\partial\mathcal E/\partial\mathbf R=\mathbf G_{KS}(D_\lambda,W_\lambda)+\lambda\,\mathrm{Tr}\,D_\lambda U^{\mathbf R}$, and at $\lambda=0$

$$\frac{\partial^2\mathcal E}{\partial\lambda\,\partial\mathbf R}=\frac{d\mathbf G_{KS}}{d\lambda}+\mathrm{Tr}\,D_0U^{\mathbf R}.$$

For a gapped system $\mathcal E$ is smooth and the mixed derivatives are equal. The common term cancels:

$$\mathbf G^{resp}=\frac{d}{d\lambda}\mathbf G_{KS}(D_\lambda,W_\lambda)\Big|_{\lambda=0}.\tag{9}$$

One response calculation, to the perturbation $v_{TS}$ at fixed geometry, serves all coordinates; this is the content of the Z-vector method. It also connects the schemes. To first order in $g$, $D_{SC}=D_{\lambda=1}$, so $\mathbf G_{KS}(D_{SC},W_{SC})-\mathbf G_{KS}(D_0,W_0)=\mathbf G^{resp}+O(g^2)$. The SC scheme contains the response term inside its KS gradient. The difference $\mathbf G^{SC}-\mathbf G^{post}$ is the gradient of (3) and is of second order in $g$.

For a basis that does not move, $S^{\mathbf R}=0$ and the density-dependent part of $\mathbf G_{KS}$ is the Hellmann-Feynman term $\int n\,\partial v_{ext}/\partial\mathbf R_C$. Equation (9) becomes

$$\int v_{TS}\,\frac{dn_0}{d\mathbf R_C}\,d^3r=\int\delta n\,\frac{\partial v_{ext}}{\partial\mathbf R_C}\,d^3r,$$

with $\delta n$ the first-order density change caused by $v_{TS}$. This form was tested for one electron in a one-dimensional well of two soft-Coulomb centres on a fixed grid, with a model potential of the form (2). The left side, from displaced centres, and the right side, from a sum over states, both give $9.767325\times10^{-5}$ Ha/bohr.

## 8. The force sum rule

A rigid translation leaves the energy unchanged, so the gradients sum to zero. $\mathbf G^{fr}$ obeys this pair by pair. The kernel depends on the differences $\mathbf r-\mathbf R_B$, so $\sum_C\partial k_A/\partial\mathbf R_C=-\nabla k_A$. Summing (5) and integrating by parts, with no surface term because $n$ decays faster than $r^3$ grows,

$$\sum_C\mathbf G^{ex}_C=-\int n\,\nabla v_{TS}=+\int v_{TS}\nabla n .$$

Summing (6) over $C$ lets $\mu$ run over all functions, and $2\sum D_{\mu\nu}(\nabla\chi_\mu)\chi_\nu=\nabla n$, so $\sum_C\mathbf G^{Pul}_C=-\int v_{TS}\nabla n$. The two sums cancel. With atom-centred functions $D_0$ is unchanged by translation, so $\mathbf G^{resp}$ sums to zero separately. With a fixed basis that is complete or, like plane waves, is mapped onto itself by a translation, the Pulay term is absent, the density follows the nuclei rigidly, $\sum_Cdn_0/d\mathbf R_C=-\nabla n_0$, and the response term supplies the cancellation. Adding $\mathbf G^{ex}$ alone to a frozen gradient therefore leaves a net force $-\int v_{TS}\nabla n$ on the system, unless symmetry removes it, with atom-centred functions in either scheme and with a fixed basis in the post-SCF scheme. In the SC scheme with a fixed basis the situation is reversed: (7) has no Pulay term, $\mathbf G_{KS}(D_{SC},W_{SC})$ sums to $-\int v_{TS}\nabla n$, the frozen gradient carries a net force, and adding $\mathbf G^{ex}$ removes it.

## 9. Worked example: T-shaped (H$_2$)$_2$

The level is PBE/aug-cc-pVDZ, with bonds of 1.4 bohr and centres 6.0 bohr apart. Atoms A and B lie on the $z$ axis, B nearer the second molecule; C and D lie parallel to $x$, C at positive $x$, and are related by a mirror plane. The inputs $a=4.5$ bohr$^3$, $c=6.5$ Ha bohr$^6$, $\rho=3.1$ bohr, $s_R=0.94$ and $d=20$ are the tabulated parameters of the TS scheme. The free atom is spin-polarised PBE hydrogen in the same basis, with $V^{free}=8.7637$ bohr$^3$; the Schrödinger ground state has $4\int r^5e^{-2r}dr=7.5$ bohr$^3$. Basis incompleteness, the error of PBE and many-body dispersion are left out, so the numbers illustrate the formulas and are not a benchmark of the dimer. The digits belong to this basis: in aug-cc-pVTZ, $V^{free}$ becomes 8.70 bohr$^3$, the ratios $v$ rise by 0.007 to 0.014, $g_B$ goes from $-13.2$ to $-11.3\times10^{-6}$ Ha/bohr$^3$, $E_{TS}$ from $-223.6$ to $-227.3$ μHa, and the lowering by self-consistency from $-0.185$ to $-0.115$ μHa. The aug-cc-pVDZ values are taken from the numerical output below or follow from it by the arithmetic shown.

Volumes and $g_B$. The ratios $v$ are 0.6007, 0.6173, 0.6005 and 0.6005. For the pair BC, $R=5.3460$ bohr, $f=0.8383$, $R^0_{BC}=2.6395+2.6154=5.2549$ bohr and $C_6=6.5\times0.6173\times0.6005=2.4095$. With $R^6=23344$, $fC_6/R^6=8.653\times10^{-5}$ Ha. The bracket of (1) is

$$1-\frac{0.1617\times20\times5.3460\times2.6395}{3\times0.94\times5.2549^2}=1-\frac{45.63}{77.87}=0.414 .$$

C and D contribute equally, so $g_B\approx-2\times8.653\times10^{-5}\times0.414/5.4094=-13.24\times10^{-6}$ Ha/bohr$^3$, against the full $-13.25\times10^{-6}$. The bonded partner A adds only $-0.002\times10^{-6}$ Ha/bohr$^3$: its damping factor is $6\times10^{-7}$, and its bracket in (1) happens to be close to zero, 0.05. All four $g_A$ are negative at this geometry: the BC bracket is reduced but has not changed sign. The reduction shows in $\sum_Ag_AV_A=-(50.0+71.7+2\times61.3)=-244.3$ μHa, against $2E_{TS}=-447.1$ μHa that (1) would give with every bracket equal to 1, with $E_{TS}=-223.56$ μHa $=-6.08$ meV.

Self-consistency. Negative $g_A$ pull density outward and each volume grows by about $8\times10^{-3}$ bohr$^3$, 0.15% of its value. Equation (3) gives $-\tfrac12(9.5014\times8.1007+13.2481\times7.6719+2\times11.6487\times8.2495)\times10^{-9}=-0.1854$ μHa. The computed lowering is $-0.1849$ μHa, 0.25% smaller in size than the second-order value, and is itself 0.08% of $E_{TS}$.

Forces, in μHa/bohr, at the KS density:

| term | $z_A$ | $z_B$ | $x_C$ | $z_C$ |
|---|---|---|---|---|
| frozen | 44.34 | 80.20 | −7.65 | −62.27 |
| explicit | 9.05 | −12.37 | −12.28 | −0.89 |
| Pulay | 6.00 | −1.50 | −0.95 | 0.30 |
| response | −74.93 | 75.42 | 74.54 | −0.24 |
| total | −15.54 | 141.75 | 53.65 | −63.10 |

The response row was obtained from (9) at fixed geometry. Finite differences of $E_{TS}$ from separate KS calculations at displaced geometries give 141.743, 53.651 and $-63.103$ for $z_B$, $x_C$, $z_C$, within the test tolerance of 0.02 μHa/bohr. The SC expression (7), less the plain KS gradient, passed the same test, with 140.56, 53.36 and $-62.73$. As one piece of the explicit row, the kernel derivative $\partial V_B/\partial z_B=-0.5331$ bohr$^2$ gives the force $-g_B\times(-0.5331)=-7.06$ μHa/bohr; the remaining $-5.31$ comes from the change of the other three volumes.

The omitted terms act along the bonds. The force conjugate to the AB bond length at fixed centre is $(F_{z_B}-F_{z_A})/2$. It is $(80.20-44.34)/2=17.93$ μHa/bohr with frozen volumes and $(141.75+15.54)/2=78.64$ μHa/bohr in full, so the frozen post-SCF value misses 60.7 μHa/bohr, 77% of the full TS value; each of the two atomic components misses about 3.1 meV/Å. On $z_A$ and $x_C$ the frozen force has the wrong sign. The omitted force is $-\sum_Ag_A\,dV_A/d\mathbf R$ with all $g_A<0$, so its direction shows that the $|g|$-weighted sum of volumes grows when a bond is stretched. The largest part is the response term. An SC calculation already holds it, as the relaxation of the KS force (75.07 against 75.42 on $z_B$). Freezing volumes there omits explicit plus Pulay, which at the KS density is $9.05+6.00=15.05$ on $z_A$ and $-12.37-1.50=-13.87$ on $z_B$, a stretch force of $(-13.87-15.05)/2=-14.5$ μHa/bohr. The frozen SC stretch force is too large by about this amount, whereas the frozen post-SCF one is too small by 60.7. The two signs are the same in aug-cc-pVTZ, but the sizes are not: the frozen and full post-SCF values become 12.1 and 67.1 μHa/bohr, an omission of 54.9 (82%), and explicit plus Pulay shrinks to $-3.2$ μHa/bohr, because the Pulay part depends on the basis and changes sign, from $-3.7$ to $+6.5$, while the explicit part moves only from $-10.7$ to $-9.7$. For scale, the plain KS force along this bond is about $1.95\times10^4$ μHa/bohr, since 1.4 bohr is not the minimum at this level; the omission is 0.3% of it.

The intermolecular force is much less affected. The $z$ force on the molecule CD is $-124.54$ μHa/bohr ($-6.40$ meV/Å) frozen and $-126.21$ μHa/bohr ($-6.49$ meV/Å) in full, an error of 1.3% of the full TS value at this one geometry. The complete SC and post-SCF forces differ by at most 1.2 μHa/bohr among the four components, on $z_B$.

Sum rule. The explicit forces sum to $-5.091$ μHa/bohr along $z$ and the Pulay forces to $+5.092$. The same holds for one volume: with $z_D$ equal to $z_C$ by the mirror, the kernel derivatives of $V_B$ sum to $-0.1022-0.5331+2\times0.3505=0.0657$ bohr$^2$ and the basis derivatives to $0.6653-0.0043-2\times0.3633=-0.0656$ bohr$^2$.

Far region. On the axis 20 bohr beyond A, $w_A=0.9692$. Atom A gives $-9.5014\times10^{-6}\times8000\times0.9692=-0.0737$ Ha. Assigning the remaining weight 0.0308 to B at 21.4 bohr adds $-0.0040$ Ha, which reproduces the computed $-0.0777$ Ha; at 10 bohr the value is $-0.0110$ Ha. These weights reflect the Gaussian tail of the free atom in this basis. On this axis, with $w_A=1$, $v_{TS}$ reaches the highest occupied level at $(0.37367/9.5014\times10^{-6})^{1/3}=34.0$ bohr; beyond C and D, where $|g|$ is larger, the same estimate gives $(0.37367/11.6487\times10^{-6})^{1/3}=31.8$ bohr. A state confined in the outer region also carries kinetic energy, so in this fixed potential it falls below that level only when the basis or grid reaches somewhat further. This is not yet the unlimited fall of the energy in part 5: at 34 bohr a charge of only $10^{-4}$ adds about $10^{-4}\times34^3\approx4$ bohr$^3$ to the sum of the volumes, which changes the $g_A$ and with them the potential. The large-volume limit is set by the two bonded pairs: $6.5\,(0.6007\times0.6173+0.6005^2)/1.4^6=0.631$ Ha, divided by $1+e^{20}$, gives $E_{TS}/s^2\to-1.30\times10^{-9}$ Ha.

## Numbers as computed

```
TS inputs H: alpha 4.5 bohr^3, C6 6.5 Ha bohr^6, R0 3.1 bohr, sR 0.94, d 20
T-shaped (H2)2 PBE/aug-cc-pVDZ, bond 1.4 bohr, centres 6.0 bohr, grid points 38728
R_AC, R_BC = 6.7365 5.3460 bohr
damping f_AC, f_BC                     0.9994      0.8383
V_free = 8.7637 bohr^3
E_KS = -2.32128129 Ha (PySCF -2.32128129 Ha), HOMO = -0.37367 Ha
atoms A B C D: V (bohr^3)              5.2640      5.4094      5.2625      5.2625
V/V_free                               0.6007      0.6173      0.6005      0.6005
R0 effective (bohr)                    2.6156      2.6395      2.6154      2.6154
g = dE/dV (1e-6 Ha/bohr^3)            -9.5014    -13.2481    -11.6487    -11.6487
V_SC - V_KS (1e-3 bohr^3)              8.1007      7.6719      8.2495      8.2495
E_TS post-SCF = -223.5638 uHa = -6.0835 meV
E_SC - E_post = -0.18493 uHa; half int v_TS dn = -0.18540 uHa
dV_B/dR kernel, zA zB xC zC (bohr^2)    -0.1022     -0.5331     -0.0370      0.3505
dV_B/dR basis, same (bohr^2)           0.6653     -0.0043     -0.0147     -0.3633
forces in uHa/bohr, columns zA zB xC zC
frozen volumes                        44.3411     80.1977     -7.6546    -62.2694
explicit kernel                        9.0536    -12.3694    -12.2843     -0.8876
Pulay of v_TS                          5.9962     -1.4966     -0.9462      0.2960
response (post-SCF)                  -74.9278     75.4167     74.5389     -0.2422
omitted, total                       -59.8781     61.5507     61.3084     -0.8338
TS force post-SCF                    -15.5370    141.7485     53.6538    -63.1032
KS-force relaxation in SC            -74.5520     75.0670     74.1185     -0.2553
TS-induced force SC                  -15.1057    140.5643     53.3591    -62.7268
plain KS force                    -19504.2353  19583.5565  19324.0048    -39.6643
finite diff post, zB xC zC           141.7432     53.6510    -63.1025
finite diff SC, zB xC zC             140.5633     53.3595    -62.7267
omitted total (meV/Angstrom)          -3.0791      3.1651      3.1526     -0.0429
frozen: z force on CD -124.5388 uHa/bohr = -6.4040 meV/Angstrom; AB stretch force 17.9283 uHa/bohr
full post-SCF: z force on CD -126.2064 uHa/bohr = -6.4898 meV/Angstrom; AB stretch force 78.6428 uHa/bohr
sum over atoms, z force: explicit -5.0909, Pulay 5.0915 uHa/bohr
10 bohr beyond A: v_TS = -0.01096 Ha, w_A = 0.8564
20 bohr beyond A: v_TS = -0.07767 Ha, w_A = 0.9692
radius where g_A r^3 = HOMO: 34.0 bohr
large-volume limit E_TS/s^2 = -1.3018e-09 Ha
1D model: int v dn/dR = 9.767325e-05, int dn dv_ext/dR = 9.767325e-05 Ha/bohr
```
